# Why a magnetic field turns graphene's quantum-capacitance minimum into a maximum

Suppose the neutrality point of a graphene sheet is located by sweeping a gate and looking for the lowest capacitance. Without a magnetic field this works, because the density of states is smallest where the two cones touch. In the model device treated below, at 10 T, the same rule puts neutrality 0.28 V away from its true gate voltage. The zero-field formula also gives a quantum capacitance at neutrality that is too small by a factor of eight. Both errors have one source: the field puts a Landau level at the energy where there were no states.

## The model and its zero-field minimum

The algebra uses atomic units, $e=\hbar=m_e=1$, with electron charge $-1$. The flux density $B$ is defined so that the magnetic length is $l=1/\sqrt B$. Let $n$ be the net electron density and $\mu$ the chemical potential measured from the Dirac point. The quantum capacitance per area is

$$C_q=\frac{dn}{d\mu}.$$

For independent electrons at zero temperature, raising $\mu$ by $d\mu$ fills $D(\mu)\,d\mu$ states, so $C_q=D(\mu)$, the density of states. The field is held fixed during the sweep.

Near each of the two Dirac points the bands are $E=\pm v|\mathbf k|$. With two spins and two valleys, the number of states per area between zero and $E>0$ is

$$4\,\frac{\pi (E/v)^2}{(2\pi)^2}=\frac{E^2}{\pi v^2},\qquad\text{hence}\qquad D_0(E)=\frac{2|E|}{\pi v^2}.$$

Disorder is represented by spreading every energy with a Gaussian of standard deviation $\Gamma$. At zero energy this gives

$$D_0(0)=\frac{2}{\pi v^2}\,\frac{2}{\sqrt{2\pi}\,\Gamma}\int_0^\infty E\,e^{-E^2/2\Gamma^2}dE=\frac{2\Gamma}{\pi v^2}\sqrt{\frac2\pi},$$

because the integral equals $\Gamma^2$. The second derivative of $|E|$ is $2\delta(E)$, so the broadened curve has the positive curvature $4/(\pi v^2\sqrt{2\pi}\,\Gamma)$ at $E=0$. Disorder rounds the minimum but does not remove it.

## Why a level sits at zero

In one valley the Hamiltonian is $H=v\,(\sigma_x\pi_x+\sigma_y\pi_y)$, where $\boldsymbol\pi=\mathbf p+\mathbf A$ and the Pauli matrices act on the two sublattices. The momenta obey $[\pi_x,\pi_y]=-iB$. Squaring $H$ and using $\sigma_x\sigma_y=i\sigma_z=-\sigma_y\sigma_x$,

$$H^2=v^2\left(\pi^2+i\sigma_z[\pi_x,\pi_y]\right)=v^2\left(\pi^2+B\sigma_z\right).$$

The operator $\pi^2=\pi_x^2+\pi_y^2$ is that of a harmonic oscillator whose commutator has size $B$. Its eigenvalues are $(2m+1)B$ with $m=0,1,2,\dots$ On the sublattice with $\sigma_z=-1$ the second term cancels the zero-point energy, and $H^2$ has eigenvalues $2v^2Bm$. On the other sublattice they are $2v^2B(m+1)$.

The value zero therefore occurs once per orbit. Each value $2v^2BN$ with $N\ge1$ occurs twice, and since $\sigma_z$ anticommutes with $H$ it turns a state at $E$ into one at $-E$. One of the two states thus lies at each sign:

$$E_N=\operatorname{sgn}(N)\,E_1\sqrt{|N|},\qquad E_1=v\sqrt{2B}.$$

The other valley has the same spectrum, with its zero-energy states on the opposite sublattice.

The degeneracy follows from counting orbit centres. In a gauge where $k_y$ is conserved, the centre lies at distance $|k_y|/B$ from the origin, and $k_y$ is spaced by $2\pi/L_y$. A sample of area $L_xL_y$ then holds $BL_xL_y/2\pi$ centres. With spin and valley, each level has the density

$$g=\frac{4B}{2\pi}=\frac{2B}{\pi}.$$

The states of the zeroth level can be traced to the cones. The zero-field states between $-E_*$ and $E_*$ number $2E_*^2/(\pi v^2)$. This equals $g$ when $E_*^2=v^2B$, that is, when $E_*=E_1/\sqrt2$. In this counting sense, the field gathers states from both cones into the point where the density of states used to vanish. The spectrum is symmetric about zero, so at $\mu=0$ the zeroth level is half filled and the sheet is neutral.

## When the level makes a maximum

A level at zero does not by itself guarantee a peak, because the tails of the neighbouring levels favour a minimum. Let all levels have the same width $\Gamma$, and define

$$a=\frac{E_1^2}{2\Gamma^2}=\frac{v^2B}{\Gamma^2}.$$

Since $E_N^2$ is linear in $|N|$, level $N$ contributes at zero energy with the weight $e^{-a|N|}$. The sum is geometric. With $r=e^{-a}$,

$$D(0)=\frac{g}{\sqrt{2\pi}\,\Gamma}\left(1+\frac{2r}{1-r}\right)=\frac{g}{\sqrt{2\pi}\,\Gamma}\,\frac{1+r}{1-r}=\frac{g}{\sqrt{2\pi}\,\Gamma}\coth\frac a2 .$$

Dividing by the zero-field value at the same $\Gamma$ gives

$$\frac{D(0)}{D_0(0)}=\frac{v^2B}{2\Gamma^2}\coth\frac a2=\frac a2\coth\frac a2 .$$

This exceeds one for every $a>0$, because $\tanh x<x$ for positive $x$. The field thus raises the capacitance at neutrality even while neutrality is still a minimum.

The kind of extremum is set by the curvature. A splitting of the zeroth level can be included at no extra cost. Let a potential $+\Delta$ on one sublattice and $-\Delta$ on the other add $\Delta\sigma_z$ to $H$. The zero-energy states live on one sublattice in each valley, so half of them move to $+\Delta$ and half to $-\Delta$. For $N\ge1$, the anticommutation of $\sigma_z$ with $H$ removes the cross terms in the square, and the energies become $\pm\sqrt{E_1^2N+\Delta^2}$.

The second derivative of a Gaussian centred at $E_N$, taken at zero energy, is the Gaussian's value there times $(E_N^2/\Gamma^2-1)/\Gamma^2$. Writing $s=\Delta^2/\Gamma^2$, we have $E_N^2/\Gamma^2=2a|N|+s$, and

$$D''(0)=\frac{g\,e^{-s/2}}{\sqrt{2\pi}\,\Gamma^3}\left[(s-1)+2\sum_{N=1}^\infty(2aN+s-1)e^{-aN}\right].$$

The terms with $s-1$ add up to $(s-1)\coth(a/2)$ by the sum already found. For the rest,

$$\sum_{N=1}^\infty N r^N=\frac{r}{(1-r)^2}=\frac{1}{4\sinh^2(a/2)},$$

so the bracket is

$$(s-1)\coth\frac a2+\frac{a}{\sinh^2(a/2)} .$$

Dividing by the positive factor $\coth(a/2)$ and using $2\sinh(a/2)\cosh(a/2)=\sinh a$, the curvature is negative when

$$\frac{\Delta^2}{\Gamma^2}+\frac{2a}{\sinh a}<1 .$$

Neutrality is then a local maximum of $C_q$. With the opposite inequality it is a local minimum. The first term measures how far the zeroth level is split. Without the other levels the condition would be $\Delta<\Gamma$, so the second term is their net effect.

For an unsplit level the condition is $\sinh a>2a$. The ratio $\sinh a/a$ grows steadily from one, so there is a single crossing, at $a_c=2.177$. Since $\Gamma/E_1=1/\sqrt{2a}$, an unsplit level gives a maximum when $\Gamma<0.479\,E_1$, which is the same condition as

$$B>B_c=\frac{a_c\Gamma^2}{v^2}.$$

The number 0.479 belongs to equal Gaussian widths; another line shape would change it.

Two limits show the competition. For $a\gg1$ the tail term is about $4ae^{-a}$, and the maximum survives almost up to $\Delta=\Gamma$. For $a\ll1$ and $\Delta=0$ the bracket becomes $-2/a+4/a=2/a$. Inserting $g=2B/\pi$ and $a=v^2B/\Gamma^2$ returns the curvature $4/(\pi v^2\sqrt{2\pi}\,\Gamma)$ of the field-free cone.

The threshold was tested on a nearest-neighbour honeycomb lattice with 1/300 of a flux quantum per hexagon. Its diagonalized levels, broadened in the same way, lose the maximum at $\Gamma/E_1=0.477$.

## Quantization alone is not the cause

Consider a ladder with the same degeneracy and the same spacing of squared energies, but with no level at zero: $E=\pm E_1\sqrt{N+\tfrac12}$, $N=0,1,2,\dots$ Its weight at zero energy is

$$S(a)=2\sum_{N=0}^\infty e^{-a(N+1/2)}=\frac{2e^{-a/2}}{1-e^{-a}}=\frac1{\sinh(a/2)} .$$

Its curvature is proportional to

$$2\sum_{N=0}^\infty\left[2a\left(N+\tfrac12\right)-1\right]e^{-a(N+1/2)}=-2a\frac{dS}{da}-S=\frac{a\coth(a/2)-1}{\sinh(a/2)} .$$

Because $(a/2)\coth(a/2)>1$, the numerator exceeds one. This ladder has a minimum at neutrality for every field and every width. Bunching states into levels is therefore not enough. The cancellation that leaves a level at zero makes the maximum.

## What a gate sweep shows

If the sheet has time to charge fully, a gate measures $C_q$ in series with the oxide capacitance $C_{ox}$. The gate voltage, counted from neutrality, is $V_g=\mu+n/C_{ox}$. Differentiating with respect to $n$,

$$\frac1C=\frac{dV_g}{dn}=\frac1{C_q}+\frac1{C_{ox}} .$$

Since $dC/dC_q=C_{ox}^2/(C_{ox}+C_q)^2$ is positive and $V_g$ rises with $\mu$, a maximum of $C_q$ at $\mu=0$ appears as a maximum of $C$ at $V_g=0$.

## A device in numbers

Take $v=10^6$ m/s, $\Gamma=0.020$ eV and $B=10$ T, with 10 nm of silicon dioxide of relative permittivity 3.9 between sheet and gate. In laboratory units $\hbar v=0.6582$ eV nm and $l=8.113$ nm, so

$$E_1=\frac{\sqrt2\times0.6582}{8.113}\ \text{eV}=0.1147\ \text{eV},\qquad a=\frac12\left(\frac{0.1147}{0.020}\right)^2=16.5 .$$

This is far above $a_c$. At fixed $\Gamma$, $a$ is proportional to $B$, so the threshold field is $10\times2.177/16.455=1.32$ T.

Each level holds $g=2/(\pi l^2)=0.00967$ states per nm². With $\coth(a/2)$ practically one,

$$D(0)=\frac{0.00967}{2.507\times0.020}=0.193\ \text{per eV nm}^2,$$

or 0.00193 per eV Å². Multiplied by $e^2$, this is $C_q=3.09$ µF/cm². The zero-field value is smaller by the factor $a/2=8.23$, which gives 0.376 µF/cm².

In the field, $C_q$ falls to 0.101 µF/cm² at $\mu=0.0574$ eV, midway between levels 0 and 1. It then rises to a peak near $E_1$. At $\mu=E_1$ it is 6 percent higher than at neutrality, because level 2 is only $0.414\,E_1$ away and adds $e^{-(0.414/0.1743)^2/2}\approx0.06$ of a peak. The maximum at neutrality is thus local, not the highest value of the curve.

The oxide contributes 0.345 µF/cm². At neutrality the total capacitance is

$$\frac{0.3453\times3.091}{0.3453+3.091}=0.311\ \text{µF/cm}^2$$

in the field and 0.180 µF/cm² without it. The first minimum in the field, 0.078 µF/cm², lies at $V_g=0.28$ V. A search for the lowest capacitance near neutrality would stop there, or at its mirror image.

## What heat and splitting do

At finite temperature $C_q$ is the average of $D(E)$ over the thermal window $-\partial f/\partial E$ around $\mu$, where $f$ is the Fermi function. At 4 K this lowers the peak by 0.05 percent. At 300 K the value at neutrality is 1.54 µF/cm² and the nearby minimum is 1.34 µF/cm², so a shallow maximum remains. With $B$ and $\Gamma$ held fixed, it vanishes above about 415 K.

Zeeman coupling with a $g$-factor of 2 moves the spin levels by $\pm0.00058$ eV. This is far below $\Gamma$ and lowers the peak by a fraction of $4\times10^{-4}$.

Exchange between electrons is the serious threat to an unsplit level. In mean field, exchange lowers the energy of one spin-valley species by $X\nu$, where $\nu$ is its filling. For the zeroth level, with mean permittivity $\kappa=(1+3.9)/2$ of the surroundings,

$$X=\frac1{2\pi l^2}\int\frac{e^{-r^2/2l^2}}{\kappa r}\,d^2r=\frac{1}{\kappa l}\sqrt{\frac\pi2},$$

which is 0.091 eV here if the metal gate is left out. If a species is lowered by a small energy $\epsilon$, its filling grows by $\epsilon/(\sqrt{2\pi}\,\Gamma)$, and exchange answers with a further lowering $X\epsilon/(\sqrt{2\pi}\,\Gamma)$. The shift feeds itself when $X/(\sqrt{2\pi}\,\Gamma)>1$. The bare value of this ratio is 1.81, which predicts splitting. Written over wave numbers, the same energy is $X=\kappa^{-1}\int_0^\infty e^{-q^2l^2/2}\,dq$. A metal gate at distance $d$ behind the oxide replaces $\kappa^{-1}$ by $2/(1+3.9\coth qd)$ inside the integral. For $d=10$ nm this lowers $X$ to 0.059 eV and the ratio to 1.18, which still predicts splitting. Static screening by the half-filled level itself replaces the Coulomb factor $1/q$ by $1/(q+q_s e^{-q^2l^2/2})$ with $q_s=2\pi D(0)/\kappa$, so the integrand is multiplied by $q/(q+q_s e^{-q^2l^2/2})$. Evaluated numerically without the gate, this reduces $X$ to 0.019 eV and the ratio to 0.37; including the gate changes both only slightly. A small splitting would then not grow. The screened estimate supports the assumption of an unsplit level for this width but does not prove it, because the estimate includes only static screening within the zeroth level.

Exchange also acts on an unsplit level, because raising $\mu$ fills all four species together and each is lowered as it fills. With the screened $X$ held fixed, this multiplies $dn/d\mu$ at neutrality by $1/(1-0.37)\approx1.6$. The capacitances quoted here are therefore values for independent electrons, and exchange can change the height of the peak appreciably even where it does not split the level.

## The model beside real devices

The velocity is typical of graphene, and the width is a rough value for a disordered sheet on silicon dioxide. The thin oxide matters: with 300 nm instead of 10 nm, $C_{ox}$ would be 0.0115 µF/cm², and the field would raise the total capacitance at neutrality by only about 3 percent. At the first minimum the oxide field is 0.22 MV/cm, against a rough breakdown field of 10 MV/cm. Between Landau levels, however, a sheet can conduct so poorly that it does not charge fully within a measuring period. The measured capacitance then falls below the value given here. Real devices break the assumption of one fixed width: it varies between samples, with field and from level to level. If all widths were 0.040 eV, the peak would fall to about 1.6 µF/cm² and the threshold field would rise fourfold, to 5.3 T. In cleaner sheets exchange can split the zeroth level. At the width used here, a splitting with $\Delta=\Gamma=0.020$ eV would multiply the value at neutrality by $e^{-1/2}$, which gives about 1.9 µF/cm², and for larger $\Delta$ neutrality is a minimum again.

## Computed values

```
Lattice test: flux quanta per hexagon 1/300
Lattice E1 relative to cone E1, minus 1: -0.00304
Critical a, root of sinh a = 2a: 2.1773
Critical Gamma/E1, formula: 0.4792
Critical Gamma/E1, lattice: 0.4766
Input velocity: 1.00e+06 m/s
Input field: 10.0 T
Input Gaussian width Gamma: 0.020 eV
Input oxide: 10.0 nm, permittivity 3.9
hbar v: 0.6582 eV nm
Magnetic length: 8.113 nm
First level E1: 0.1147 eV
Collection edge E1/sqrt(2): 0.0811 eV
States per level g: 0.009672 per nm^2
Gamma/E1: 0.1743
Parameter a: 16.455
2a/sinh a: 4.70e-06
Threshold field for a maximum: 1.323 T
Cq at neutrality, no field: 0.3757 uF/cm^2
Cq at neutrality, in field: 3.0910 uF/cm^2
Same, as DOS: 0.001929 per eV angstrom^2
Ratio field/no field: 8.228
mu (eV), Cq no field, Cq in field (uF/cm^2):
  0.00  0.3757  3.0910
  0.02  0.5493  1.8749
  0.04  0.9497  0.4212
  0.06  1.4129  0.1074
  0.08  1.8834  0.6858
  0.10  2.3543  2.3806
  0.12  2.8251  3.3187
First minimum in field: mu = 0.0574 eV
Cq at that minimum: 0.1011 uF/cm^2
Cq(mu=E1)/Cq(0) in field: 1.0596
Oxide capacitance: 0.3453 uF/cm^2
Total C at neutrality, no field: 0.1799 uF/cm^2
Total C at neutrality, in field: 0.3106 uF/cm^2
Total C at first minimum: 0.0782 uF/cm^2
Gate voltage of first minimum: 0.2817 V
Relative change of peak at 4 K: -0.00049
Cq(0) at 300 K, in field: 1.5445 uF/cm^2
Cq(0) at 300 K, no field: 0.9290 uF/cm^2
Lowest Cq at 300 K, 0<=mu<=E1: 1.3390 uF/cm^2
  found at mu = 0.047 eV
Maximum vanishes above: 415 K
Largest half-splitting Delta allowed: 0.02000 eV
Zeeman half-splitting (g = 2): 0.000579 eV
Relative loss of peak by Zeeman: 4.19e-04
Relative lattice shift of E1: -1.16e-04
Exchange energy, bare: 0.0908 eV
Exchange energy, screened: 0.0187 eV
Stoner ratio, bare: 1.811
Stoner ratio, screened: 0.372
Oxide field at first minimum: 0.224 MV/cm
Rough breakdown field (input): 10 MV/cm
Rough barrier, mass (inputs): 3.5 eV, 0.4 m_e
Tunnelling exponent of oxide: 121
```
